K-shell fluorescence yield from hydrogenic radiative and Auger rates, part 1

(Sections cited here and not found follow in the second part.)

## 1. The two decay rates and their scaling with atomic number

A beam of protons passes through a thin copper film and knocks electrons out of the 1s shell of some atoms. Each vacancy is soon filled by an electron from a higher shell. The energy released either leaves the atom as an X-ray photon or ejects a second electron, which is the Auger process. An X-ray detector records the photons. To turn its count into a number of copper atoms, and so into a film thickness, one must know what fraction of the K-shell vacancies end in a photon. This fraction is the K-shell fluorescence yield ω_K.

**Competing decays**

Let N(t) be the number of vacancies still open at time t, Γ_r the probability per unit time of filling one with emission of a photon, and Γ_A that of filling it by the Auger process. Then

dN/dt = −(Γ_r + Γ_A) N, so N(t) = N(0) exp[−(Γ_r + Γ_A)t].

The number of photons is the time integral of Γ_r N(t), which is N(0) Γ_r/(Γ_r + Γ_A). Hence

ω_K = Γ_r/(Γ_r + Γ_A).   (1)

The dependence of ω_K on the atomic number Z follows from that of the two rates.

**The model**

The atom has one vacancy in the 1s shell and a full L shell: two 2s and six 2p electrons. This requires Z ≥ 10. Each electron moves in the bare Coulomb field of the nucleus, without relativity. The repulsion between electrons does not alter the orbitals; it enters once, to first order, as the cause of the Auger transition. Only L electrons fill the vacancy or leave the atom. Photon emission is treated in the electric-dipole approximation. Real atoms depart from these assumptions. The second half estimates the effect of two omissions, the screening of the nucleus and the electrons of the M shell.

Atomic units are used in the derivation: ħ, the electron mass, the elementary charge and 4πε₀ are all 1. Lengths are in bohr, energies in hartree, rates in hartree/ħ, and the speed of light is c = 1/α, where α is the fine-structure constant.

**How the orbitals scale**

Write an orbital as P(r)/r times an angular function. The radial equation is

−½ P″ + [l(l+1)/(2r²) − Z/r] P = E P.

Put x = Zr and P(r) = C f(x). Two derivatives with respect to r bring out Z², the centrifugal term becomes Z² l(l+1)/(2x²), and the attraction Z/r becomes Z²/x. Division by Z² leaves

−½ f″ + [l(l+1)/(2x²) − 1/x] f = (E/Z²) f.   (2)

This equation contains Z only in the ratio E/Z². Its bound solutions are those of hydrogen, so E = −Z²/(2n²). The normalization requires

1 = ∫P² dr = (C²/Z) ∫f² dx.

With f normalized in x this gives C = Z^(1/2), and therefore

P(r) = Z^(1/2) f(Zr) for bound orbitals.   (3)

The three functions needed are

f_1s = 2x e^(−x)
f_2s = x(1 − x/2) e^(−x/2)/√2
f_2p = x² e^(−x/2)/(2√6).

They can be checked in (2). For 1s, apart from the factor 2, −½f″ gives (1 − x/2)e^(−x) and −f/x gives −e^(−x). The sum is −(x/2)e^(−x), so the energy is −1/2. For 2s, apart from 1/√2, the two terms are (1 − 5x/8 + x²/16)e^(−x/2) and (−1 + x/2)e^(−x/2). Their sum is −(1/8)(x − x²/2)e^(−x/2), so the energy is −1/8. For 2p, apart from its prefactor, −½f″ gives (−1 + x − x²/8)e^(−x/2), the centrifugal term gives +e^(−x/2), and the attraction gives −x e^(−x/2). The sum is −(x²/8)e^(−x/2), again with energy −1/8.

The norms follow from ∫xⁿe^(−x)dx = n!. For 1s, the integral of 4x²e^(−2x) is 4·2/8 = 1. For 2s it is ½(2 − 6 + 6) = 1, and for 2p it is 24/24 = 1.

**The rate of photon emission**

Consider one electron that falls from a 2p orbital to the 1s orbital and emits a photon of frequency ω. Let **d** be the matrix element of its position **r** between the two orbitals. The electron couples to the electric field through **r**·**E**.

The strength of the field follows from the zero-point energy. A mode of frequency ω in a volume V has zero-point energy ω/2, shared equally between electric and magnetic parts. The total is therefore ε₀⟨E²⟩V = ω/2. With ε₀ = 1/(4π),

⟨E²⟩ = 2πω/V.

This is also the squared field amplitude for emission of one photon into an empty mode. The squared matrix element for a photon with unit polarization vector **e** is thus (2πω/V)|**e**·**d**|².

For each polarization, the number of modes per unit frequency in the solid angle dΩ is Vω² dΩ/[(2π)³c³]. The golden rule, 2π times squared matrix element times density of states, gives

Γ = 2π Σ_e ∫dΩ {Vω²/[(2π)³c³]} (2πω/V) |**e**·**d**|²
  = [ω³/(2πc³)] Σ_e ∫dΩ |**e**·**d**|².

The volume cancels. For a photon travelling along the unit vector **n**, the two polarization vectors and **n** form a complete set of axes, so

Σ_e |**e**·**d**|² = |**d**|² − |**n**·**d**|².

The average of |**n**·**d**|² over all directions is |**d**|²/3. The integral over directions is therefore 4π(1 − 1/3)|**d**|² = (8π/3)|**d**|², and with 1/c = α

Γ = (4/3) α³ ω³ |**d**|².   (4)

**How many electrons can fill the vacancy**

The dipole operator does not act on spin. The missing 1s electron has a definite spin, say up, so the three 2p electrons with spin up can fill the vacancy and the three with spin down cannot. Decays of different electrons leave holes in different, orthogonal states, so their rates add. The 2s electrons do not contribute: 2s and 1s have the same parity, and the dipole matrix element between them vanishes.

Take the three 2p orbitals along x, y and z. For the one along z the angular factor is the overlap of cosθ·Y₀₀ with Y₁₀. Since cosθ·Y₀₀ = Y₁₀/√3, the factor is 1/√3, and |**d**|² = D²/3 with

D = ∫ P_1s r P_2p dr.

The other two orbitals give the same value by rotation, and the sum over the three is D². Each P contributes Z^(1/2), the factor r contributes 1/Z, and dr contributes 1/Z. Thus D scales as 1/Z:

D = (1/Z) ∫ 2x e^(−x) · x · x²e^(−x/2)/(2√6) dx
  = [1/(Z√6)] ∫ x⁴ e^(−3x/2) dx
  = [24/(Z√6)] (2/3)⁵ = 1.29027/Z bohr.

Its square is D² = 96 (2/3)¹⁰/Z², because 24²/6 = 96. The photon carries the energy difference

ω = Z²/2 − Z²/8 = 3Z²/8.

Insert both in (4), summed over the three electrons:

Γ_r = (4/3) α³ (27/512) Z⁶ · 96 (2/3)¹⁰/Z².

The numerical factors are (4/3)(27/512) = 9/128, then (9/128)·96 = 27/4, and (27/4)(1024/59049) = 256/2187. Therefore

Γ_r = (256/2187) α³ Z⁴ = 4.54870×10⁻⁸ Z⁴ hartree/ħ.   (5)

In ordinary units this is 1.8805×10⁹ Z⁴ per second. The fourth power has a simple origin. The cube of the photon frequency grows as Z⁶, while the squared size of the oscillating dipole shrinks as Z⁻². The factor 256/2187 equals 3(2/3)⁸, where the 3 counts the electrons of suitable spin.

**The energy of the Auger electron**

In the Auger process one L electron drops into the 1s vacancy and another L electron leaves. The first releases 3Z²/8. The second needs Z²/8 to get free. The kinetic energy of the ejected electron is therefore

ε = 3Z²/8 − Z²/8 = Z²/4,

and its wave number far from the atom is

k = √(2ε) = Z/√2.   (6)

The ratio ε/Z², which is what appears in (2), is 1/4 for every Z. The shape of the outgoing wave in the variable x is thus the same for all atoms of the model.

**Normalization of the outgoing wave**

The final states form a continuum. It is convenient to absorb the density of states into the wave function. To find the resulting amplitude, enclose the atom in a large sphere of radius L. Far from the nucleus a normalized radial function is √(2/L) times a sine, since sin² averages to 1/2 over the length L. The wave must vanish at L, so its phase there is a multiple of π. To leading order in L this means kL = nπ plus slowly varying terms, and

dn/dk = L/π, dn/dε = (dn/dk)/(dε/dk) = L/(πk).

The Coulomb field adds to the phase a term that grows as ln L, which is negligible beside L when L is large. Multiplying the squared amplitude 2/L by dn/dε gives 2/(πk), and L drops out. The energy-normalized wave therefore behaves at large r as

P_ε(r) → √[2/(πk)] sin(phase),   (7)

and the golden rule becomes Γ = 2π|M|², with M computed from P_ε.

Let f_ε(x) be the corresponding solution for Z = 1, with ε = 1/4 and wave number κ = 1/√2. Since k = Zκ, the amplitude in (7) is Z^(−1/2) times that of f_ε, and

P_ε(r) = Z^(−1/2) f_ε(Zr).   (8)

The power of Z has the opposite sign to that in (3). A bound orbital is normalized to one electron in a volume that shrinks with Z. The continuum wave is normalized to one state per unit energy, and its amplitude falls as the electron becomes faster.

**The Auger rate does not depend on Z**

The transition is caused by the repulsion 1/r₁₂. Its expansion in multipoles has the radial factors r_<^k'/r_>^(k'+1), where r_< and r_> are the smaller and larger of r₁ and r₂, and k' is the multipole order. Each matrix element is a combination of radial integrals

R = ∫∫ P_1s(r₁) P_a(r₁) [r_<^k'/r_>^(k'+1)] P_ε(r₂) P_b(r₂) dr₁ dr₂,   (9)

where a is the orbital of the electron that drops and b that of the electron that leaves. Change the variables to x₁ = Zr₁ and x₂ = Zr₂, and count powers of Z:

three bound orbitals: Z^(3/2)
one continuum wave: Z^(−1/2)
two differentials: Z^(−2)
the repulsion, an inverse length: Z^(+1)

The total exponent is 3/2 − 1/2 − 2 + 1 = 0. Angular and spin factors contain no Z. Hence R, M and Γ_A = 2πΣ|M|² are the same for every Z in this model.

The same result can be seen with discrete states. In a sphere whose radius shrinks as 1/Z, the repulsion between normalized states grows as Z, so its square grows as Z². The spacing of the levels also grows as Z², and their density falls as Z⁻². The golden rule multiplies the two. The electrons repel each other more strongly in a heavier atom, but the final states are correspondingly sparser.

**The form of the yield**

Insert (5) and a constant Γ_A in (1), and divide numerator and denominator by 256α³/2187:

ω_K = Z⁴/(Z⁴ + a), a = 2187 Γ_A/(256 α³).   (10)

The yield rises with Z because the radiative rate overtakes a fixed competitor. It equals one half at Z = a^(1/4). Well below this value ω_K ≈ Z⁴/a, and well above it 1 − ω_K ≈ a/Z⁴. The lower limit must still respect Z ≥ 10, since with an incomplete L shell the number of electrons available to each process changes from element to element.

An error in a matters most, in absolute terms, near one half. Differentiation of (10) gives

dω_K/da = −Z⁴/(Z⁴ + a)².

Since ω_K = Z⁴/(Z⁴ + a) and 1 − ω_K = a/(Z⁴ + a), this can be written

dω_K/ω_K = −(1 − ω_K) da/a.   (11)

The relative error of the yield is the relative error of a, reduced by the factor 1 − ω_K. Heavy elements are therefore forgiving and light ones are not.

## 2. The value of the constant and its use for a real film

The first half considered an atom of atomic number Z with one 1s vacancy and a full L shell, in atomic units. Its radiative rate is Γ_r = (256/2187)α³Z⁴, its Auger rate Γ_A does not depend on Z, and ω_K = Z⁴/(Z⁴ + a) with a = 2187Γ_A/(256α³). The symbol x = Zr is the scaled radius. The functions f_1s, f_2s and f_2p are the hydrogen orbitals in x, and f_ε is the outgoing wave with energy 1/4, normalized per unit energy. What remains is the number Γ_A. Because it is the same for all Z, it may be computed at Z = 1, where r = x.

**Angular factors**

Use real spherical harmonics Y_lm throughout. The repulsion is

1/r₁₂ = Σ_k [4π/(2k+1)] [r_<^k/r_>^(k+1)] Σ_q Y_kq(1) Y_kq(2),

where k now denotes the multipole order. Let M_ab be the matrix element in which the electron from orbital a drops into 1s and the one from b goes into the outgoing wave with angular momentum l, m. For the first electron the angular integral is

∫ Y₀₀ Y_kq Y_a dΩ = 1/√(4π) if k = l_a and q = m_a, and zero otherwise,

because Y₀₀ = 1/√(4π) is constant and the harmonics are orthonormal. A single multipole survives. With J = ∫Y_lm Y_a Y_b dΩ for the second electron,

M_ab = √(4π) d J, d = R(a; l, b)/(2l_a + 1).

Here R(a; l, b) is the radial integral (9) with multipole order l_a. If the two electrons exchange roles, J is unchanged, and

M_ba = √(4π) e J, e = R(b; l, a)/(2l_b + 1).

**Spin factors**

Let the vacancy have spin up. The electron that drops must have spin up, and the one that leaves keeps its spin. Electrons are identical, so the two ways of reaching the same final state are subtracted. For two different orbitals a and b the possible pairs give

a up, b up: M_ab − M_ba
a up, b down: M_ab
a down, b up: −M_ba
both down: 0.

The sum of the squares is

(M_ab − M_ba)² + M_ab² + M_ba² = 2(M_ab² + M_ba² − M_ab M_ba).

If both electrons come from the same orbital, their spins are opposite and the result is M_aa².

Now sum over the orbitals of the subshells, and define G_l = 4πΣJ², with the sum over m, m_a and m_b. Two different subshells give

Γ = 2π Σ_l 2G_l (d² + e² − de) = 4π Σ_l G_l (d² + e² − de).   (12)

Within one subshell d = e. Each pair of different orbitals then gives 2M_ab², which is M_ab² + M_ba², and each doubly used orbital gives M_aa². Together they form the sum of M_ab² over all ordered pairs, so

Γ = 2π Σ_l G_l d².   (13)

The values of G_l follow from short integrals. For 2s2s the outgoing wave has l = 0, J = 1/√(4π), and G₀ = 1. For 2s2p it has l = 1. Then J = 1/√(4π) when m matches the 2p orbital, which happens for three orbitals, so G₁ = 3.

For 2p2p, parity allows l = 0 and l = 2. With l = 0, J = 1/√(4π) when the two 2p orbitals are equal, so G₀ = 3. The sum G₀ + G₂ follows from completeness of the harmonics: summing J² over all l and m gives ∫Y_a²Y_b² dΩ. Since ΣY_a² = 3/(4π) for the three p orbitals,

G₀ + G₂ = 4π ∫ [3/(4π)]² dΩ = 4π · 9/(16π²) · 4π = 9,

and G₂ = 6.

The radiative rate grows as Z⁴ while the Auger rate Γ_A is independent of Z, which fixes the form of the yield, and the angular and spin sums have reduced Γ_A to a few radial integrals. What remains is to evaluate these integrals, find the constant a, and test the resulting yields against screened atoms and in the analysis of a copper film.
